# Thermal Radiation from a Silicon Wafer at 1050 °C: a numerical check

```python
"""
Result under test: an opaque wafer at 1050 C with emissivity 0.7 emits
    P = 2 * eps * sigma * T**4, about 24 W per cm2 of wafer area,
from its two faces combined.
eps   : total hemispherical emissivity of each face
sigma : Stefan-Boltzmann constant;  T : absolute temperature in K
P is gross emission; the net loss also depends on the surroundings.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.optimize import minimize_scalar

h, c, k = const.h, const.c, const.k
PER_CM2 = 1e-4                      # W/m2 to W/cm2

# Inputs
temp_c = 1050.0
T = temp_c + const.zero_Celsius
eps = 0.7
diameter = 30.0                     # cm
thickness = 0.0775                  # cm
T_wall = 300.0                      # K
eps_wall = 0.5                      # rough, partly reflecting wall
n_si = 3.6                          # rough index of hot silicon
alpha = 100.0                       # 1/cm, deliberately low rough value
kappa_si = 0.25                     # W/(cm K), rough, hot silicon
kappa_gas = 5.5e-4                  # W/(cm K), rough, warm nitrogen
gap = 1.0                           # cm, gas gap at each face

# Mode count: periodic box, wave vectors 2*pi*n/L, two polarizations
radius = 60.5                       # nu * L / c
m = np.arange(-61, 62)
n_squared = (m[:, None, None]**2 + m[None, :, None]**2
             + m[None, None, :]**2)
mode_count = 2 * np.count_nonzero(n_squared < radius**2)
mode_formula = 8 * np.pi * radius**3 / 3
assert abs(mode_count / mode_formula - 1) < 5e-3  # finite-box error

# Mean photon number from explicit Boltzmann sums
photons = np.arange(0, 2000)
for x in (0.1, 1.0, 4.0):
    weights = np.exp(-x * photons)
    mean_number = np.sum(photons * weights) / np.sum(weights)
    assert abs(mean_number * np.expm1(x) - 1) < 1e-9

# Flux factor for isotropic radiation striking one side of a surface
flux_factor = dblquad(
    lambda theta, phi: np.cos(theta) * np.sin(theta) / (4 * np.pi),
    0, 2 * np.pi, 0, np.pi / 2)[0]
assert abs(flux_factor - 0.25) < 1e-10

# Frequency integral, by quadrature and by series
def bose_integrand(x):
    return x**3 / np.expm1(x) if x > 0 else 0.0

bose_integral = quad(bose_integrand, 0, 100, epsabs=1e-11, limit=200)[0]
series = 6 * np.sum(1.0 / np.arange(1, 20001, dtype=float)**4)
assert abs(bose_integral - np.pi**4 / 15) < 1e-8
assert abs(series - np.pi**4 / 15) < 1e-10
sigma = 2 * np.pi**5 * k**4 / (15 * h**3 * c**2)
assert abs(sigma / const.Stefan_Boltzmann - 1) < 1e-8

# Main result
black_flux = sigma * T**4 * PER_CM2
one_face = eps * black_flux
two_faces = 2 * one_face

# Planck spectrum per micrometre, in W/(cm2 um)
def planck_exitance(wavelength_um, temperature=T):
    wavelength = wavelength_um * 1e-6
    x = h * c / (wavelength * k * temperature)
    return (2 * np.pi * h * c**2 / wavelength**5 / np.expm1(x)
            * 1e-6 * PER_CM2)

limits = [0.2, 1.0, 3.0, 10.0, 100.0, 1000.0]
band_power = [quad(planck_exitance, a, b, epsabs=1e-11, limit=200)[0]
              for a, b in zip(limits[:-1], limits[1:])]
spectral_total = sum(band_power)
spectral_two_faces = 2 * eps * spectral_total
assert abs(spectral_two_faces / two_faces - 1) < 1e-6
assert abs(spectral_two_faces - 24) < 0.5
band_fraction = (band_power[1] + band_power[2]) / spectral_total
peak = minimize_scalar(lambda w: -planck_exitance(w),
                       bounds=(1.0, 5.0), method="bounded",
                       options={"xatol": 1e-8}).x
assert abs(peak * 1e-6 * T / const.Wien - 1) < 1e-5

# Fresnel reflectances of a bare, weakly absorbing silicon face
def reflectances(theta):
    ci = np.cos(theta)
    ct = np.sqrt(1 - (np.sin(theta) / n_si)**2)
    rs = (ci - n_si * ct) / (ci + n_si * ct)
    rp = (n_si * ci - ct) / (n_si * ci + ct)
    return rs**2, rp**2

# Check them against continuity of tangential E and H
for theta in (0.0, 0.6, 1.2, 1.5):
    ci = np.cos(theta)
    ct = np.sqrt(1 - (np.sin(theta) / n_si)**2)
    for admittance, value in zip((n_si * ct, ct / n_si),
                                 reflectances(theta)):
        matrix = np.array([[1.0, -1.0], [ci, admittance]])
        r_amplitude = np.linalg.solve(matrix, np.array([-1.0, ci]))[0]
        assert abs(r_amplitude**2 - value) < 1e-12

eps_normal = 1 - np.mean(reflectances(0.0))
eps_hemi = quad(lambda a: (1 - np.mean(reflectances(a)))
                * 2 * np.sin(a) * np.cos(a), 0, np.pi / 2)[0]
transmission = np.exp(-alpha * thickness)

# Net loss of one face to a parallel wall, following each reflection
def net_by_reflections(emissivity, absorptivity, wall_eps, t_wall):
    emitted = emissivity * sigma * T**4 * PER_CM2
    to_wall = emitted
    to_wafer = wall_eps * sigma * t_wall**4 * PER_CM2
    absorbed = 0.0
    for _ in range(500):
        absorbed += absorptivity * to_wafer
        to_wall, to_wafer = ((1 - absorptivity) * to_wafer,
                             (1 - wall_eps) * to_wall)
    return emitted - absorbed

def net_formula(wall_eps):
    return (sigma * (T**4 - T_wall**4) * PER_CM2
            / (1 / eps + 1 / wall_eps - 1))

for wall_eps in (0.2, eps_wall, 1.0):
    followed = net_by_reflections(eps, eps, wall_eps, T_wall)
    assert abs(followed / net_formula(wall_eps) - 1) < 1e-10
# Equal temperatures: no net exchange only if absorptivity = emissivity
assert abs(net_by_reflections(eps, eps, eps_wall, T)) < 1e-10
assert abs(net_by_reflections(eps, 0.5, eps_wall, T)) > 0.1

net_black = 2 * net_formula(1.0)
net_reflecting = 2 * net_formula(eps_wall)
wall_input = two_faces - net_black

# Other corrections and sensitivities
face_area = np.pi * diameter**2 / 4
wafer_power_kw = two_faces * face_area / 1000
rim_percent = 100 * np.pi * diameter * thickness / (2 * face_area)
hotter_percent = 100 * (((T + 10) / T)**4 - 1)
linear_percent = 100 * 4 * 10 / T
assert abs(linear_percent / hotter_percent - 1) < 0.02  # second order

# One-sided heating: the back-face emission crosses the wafer.
# Bisection finds the back temperature with the front held at T.
low, high = T - 100, T
for _ in range(80):
    middle = (low + high) / 2
    conducted = kappa_si * (T - middle) / thickness
    radiated = eps * sigma * middle**4 * PER_CM2
    if conducted > radiated:
        low = middle
    else:
        high = middle
T_back = (low + high) / 2
drop = T - T_back
drop_estimate = one_face * thickness / kappa_si
assert abs(drop_estimate / drop - 1) < 0.02  # back emits slightly less
drop_percent = 100 * (1 - (T_back / T)**4) / 2
gas_loss = 2 * kappa_gas * (T - T_wall) / gap

print(f"Wafer temperature: {temp_c:.0f} C")
print(f"Absolute temperature: {T:.2f} K")
print(f"Emissivity of each face: {eps:.2f}")
print(f"Stefan-Boltzmann constant: {sigma:.6e} W/(m2 K4)")
print(f"Fourth power of temperature: {T**4:.5e} K4")
print(f"Frequency integral: {bose_integral:.6f}")
print(f"Modes counted / formula: {mode_count / mode_formula:.5f}")
print(f"Black-body flux: {black_flux:.2f} W/cm2")
print(f"Emission from one face: {one_face:.2f} W/cm2")
print(f"Emission from two faces: {two_faces:.2f} W/cm2")
print(f"Same, by spectral integration: {spectral_two_faces:.2f} W/cm2")
print(f"Wafer diameter: {diameter:.1f} cm")
print(f"Wafer thickness: {thickness:.4f} cm")
print(f"Area of one face: {face_area:.1f} cm2")
print(f"Power radiated by whole wafer: {wafer_power_kw:.1f} kW")
print(f"Peak wavelength: {peak:.2f} um")
print(f"Power share from 1 to 10 um: {100 * band_fraction:.1f} %")
print(f"Rough silicon index: {n_si:.1f}")
print(f"Bare-face emissivity, normal: {eps_normal:.3f}")
print(f"Bare-face emissivity, hemispherical: {eps_hemi:.3f}")
print(f"Two-face emission, bare: {2 * eps_hemi * black_flux:.2f} W/cm2")
print(f"Low rough absorption coefficient: {alpha:.0f} 1/cm")
print(f"Single-pass transmission: {100 * transmission:.3f} %")
for trial_eps in (0.5, 0.9):
    print(f"Two-face emission at emissivity {trial_eps:.1f}: "
          f"{2 * trial_eps * black_flux:.2f} W/cm2")
print(f"Change for 10 K hotter, exact: {hotter_percent:.2f} %")
print(f"Change for 10 K hotter, linear rule: {linear_percent:.2f} %")
print(f"Wall temperature: {T_wall:.0f} K")
print(f"Absorbed from black walls: {wall_input:.3f} W/cm2")
print(f"Net two-face loss, black walls: {net_black:.2f} W/cm2")
print(f"Rough reflecting-wall emissivity: {eps_wall:.2f}")
print(f"Net two-face loss, reflecting walls: {net_reflecting:.2f} W/cm2")
print(f"Reduction of net loss by reflecting walls: "
      f"{100 * (1 - net_reflecting / net_black):.1f} %")
print(f"Extra emission from rim: {rim_percent:.2f} %")
print(f"Rough silicon conductivity: {kappa_si:.2f} W/(cm K)")
print(f"Front-to-back drop, one-sided heating: {drop:.2f} K")
print(f"Emission reduction from this drop: {drop_percent:.2f} %")
print(f"Rough gas conductivity: {kappa_gas:.1e} W/(cm K)")
print(f"Gas gap at each face: {gap:.1f} cm")
print(f"Gas conduction from two faces: {gas_loss:.2f} W/cm2")
print(f"Gas conduction / emission: {100 * gas_loss / two_faces:.1f} %")
print("verified")
```

Running it gives:

```
Wafer temperature: 1050 C
Absolute temperature: 1323.15 K
Emissivity of each face: 0.70
Stefan-Boltzmann constant: 5.670374e-08 W/(m2 K4)
Fourth power of temperature: 3.06504e+12 K4
Frequency integral: 6.493939
Modes counted / formula: 1.00062
Black-body flux: 17.38 W/cm2
Emission from one face: 12.17 W/cm2
Emission from two faces: 24.33 W/cm2
Same, by spectral integration: 24.33 W/cm2
Wafer diameter: 30.0 cm
Wafer thickness: 0.0775 cm
Area of one face: 706.9 cm2
Power radiated by whole wafer: 17.2 kW
Peak wavelength: 2.19 um
Power share from 1 to 10 um: 95.2 %
Rough silicon index: 3.6
Bare-face emissivity, normal: 0.681
Bare-face emissivity, hemispherical: 0.667
Two-face emission, bare: 23.18 W/cm2
Low rough absorption coefficient: 100 1/cm
Single-pass transmission: 0.043 %
Two-face emission at emissivity 0.5: 17.38 W/cm2
Two-face emission at emissivity 0.9: 31.28 W/cm2
Change for 10 K hotter, exact: 3.06 %
Change for 10 K hotter, linear rule: 3.02 %
Wall temperature: 300 K
Absorbed from black walls: 0.064 W/cm2
Net two-face loss, black walls: 24.27 W/cm2
Rough reflecting-wall emissivity: 0.50
Net two-face loss, reflecting walls: 14.28 W/cm2
Reduction of net loss by reflecting walls: 41.2 %
Extra emission from rim: 0.52 %
Rough silicon conductivity: 0.25 W/(cm K)
Front-to-back drop, one-sided heating: 3.73 K
Emission reduction from this drop: 0.56 %
Rough gas conductivity: 5.5e-04 W/(cm K)
Gas gap at each face: 1.0 cm
Gas conduction from two faces: 1.13 W/cm2
Gas conduction / emission: 4.6 %
verified
```
